# Mass independence of the classical harmonic vacancy formation entropy

Take an elemental crystal with $N$ atoms of mass $M$ in a periodic supercell, and remove one atom. If the three translational modes of each cell are left out of the entropy, the classical harmonic formation entropies for two masses differ by

$$S_f(M_2)-S_f(M_1)=-\frac{3k}{2N}\ln\frac{M_2}{M_1}, \tag{1}$$

where $k$ is Boltzmann's constant. The difference vanishes as $N\to\infty$. If the translations are kept, with the same volume available to the centre of mass in both cells, the difference is zero at every $N$. The mass dependence in (1) is therefore a matter of counting modes in a finite cell.

The formation entropy belongs to a vacancy on one fixed site, with the removed atom placed in a bulk reservoir:

$$S_f=S_v-\frac{N-1}{N}S_0. \tag{2}$$

Here $S_0$ belongs to the perfect cell of $N$ atoms and $S_v$ to the cell with $N-1$ atoms. The configurational entropy of choosing the vacancy site is not part of $S_f$. Both crystals are expanded about a stable equilibrium, with force-constant matrices $\Phi_0$ and $\Phi_v$. In the Born–Oppenheimer approximation these are second derivatives of an electronic energy that does not contain $M$, so at equal geometry they are the same for all isotopes. The algebra uses atomic units, $\hbar=1$, with $k$ written out.

An eigenvalue $\lambda$ of $\Phi$ gives a frequency $\omega=\sqrt{\lambda/M}$. With $x=\omega/kT$, the free energy of the mode is $kT f(x)$, where

$$f(x)=\ln\left(2\sinh\frac x2\right)=\frac x2+\ln(1-e^{-x}).$$

The entropy is minus the temperature derivative. Since $T\,dx/dT=-x$,

$$\frac{s}{k}=x f'(x)-f(x)=\frac{x}{e^x-1}-\ln(1-e^{-x}). \tag{3}$$

For small $x$, $\sinh(x/2)=(x/2)(1+x^2/24+\dots)$, so $f=\ln x+x^2/24+\dots$ and $xf'=1+x^2/12+\dots$. Subtraction gives

$$\frac{s}{k}=1-\ln x+\frac{x^2}{24}+\dots \tag{4}$$

The classical limit keeps $1-\ln x=1+\ln(kT/\omega)$. This diverges for $\omega=0$, because a free translation has no restoring force to confine it. Translations must therefore be omitted by a stated rule or given a finite volume.

Consider omission first. The perfect cell has $3N-3$ vibrations and the vacancy cell has $3(N-1)-3=3N-6$. To separate the mass from the force constants, introduce any fixed stiffness $\kappa$ and write

$$1+\ln\frac{kT}{\omega}=c-\frac12\ln\frac{\lambda}{\kappa},\qquad c=1+\ln\left(kT\sqrt{\frac M\kappa}\right).$$

Let $\det'$ denote the product of the nonzero eigenvalues, and set $L_0=\ln\det'(\Phi_0/\kappa)$ and $L_v=\ln\det'(\Phi_v/\kappa)$. The sums over modes are

$$\frac{S_0}{k}=(3N-3)c-\frac{L_0}{2},\qquad \frac{S_v}{k}=(3N-6)c-\frac{L_v}{2}.$$

In (2), the coefficient of $c$ becomes

$$3N-6-\frac{3(N-1)^2}{N}=3N-6-\left(3N-6+\frac3N\right)=-\frac3N,$$

and hence

$$\frac{S_f}{k}=-\frac{3c}{N}-\frac12\left[L_v-\frac{N-1}{N}L_0\right]. \tag{5}$$

The bracket contains no mass. Since $c$ contains $\frac12\ln M$, equation (1) follows. This step assumes nothing about the range of the forces or the relaxation around the vacancy, provided that both matrices are stable and independent of mass.

The translations can instead be kept. For $n$ atoms, a rigid shift by $\mathbf R$ changes every atomic position by $\mathbf R$. The corresponding vector in the $3n$-dimensional configuration space has length $\sqrt{n}\,|\mathbf R|$. If the centre of mass may explore a volume $\Omega$, the three normalized translational coordinates therefore cover a volume $n^{3/2}\Omega$. The other $3n-3$ coordinates give Gaussian integrals $\sqrt{2\pi kT/\lambda}$, so the configurational integral, measured from the static energy, is

$$Q_n=n^{3/2}\,\Omega\,\frac{(2\pi kT)^{(3n-3)/2}}{\sqrt{\det'\Phi}}. \tag{6}$$

The momentum integral contributes $(2\pi MkT)^{1/2}/2\pi=(MkT/2\pi)^{1/2}$ per coordinate. The partition function is thus

$$Z_n=\left(\frac{MkT}{2\pi}\right)^{3n/2}Q_n
=\Omega\left(\frac{nMkT}{2\pi}\right)^{3/2}\prod_{\omega>0}\frac{kT}{\omega}. \tag{7}$$

In the second form, three momentum factors have joined $n^{3/2}\Omega$ to make the partition function of a free particle of mass $nM$. Each remaining factor is $(MkT/2\pi)^{1/2}(2\pi kT/\lambda)^{1/2}=kT/\omega$. Applying $S=\partial(kT\ln Z)/\partial T$ to the first part gives the translational entropy

$$\frac{S_{\rm tr}(n)}{k}=\ln\left[\Omega\left(\frac{nMkT}{2\pi}\right)^{3/2}\right]+\frac32. \tag{8}$$

The last term appears because the logarithm contains $\frac32\ln T$.

Now count masses in the first form of (7). The coefficient of $\ln M$ in the formation difference is

$$\frac{3(N-1)}2-\frac{N-1}{N}\,\frac{3N}{2}=0.$$

The mass has cancelled at finite $N$. Harmonicity was not needed for this: for any classical potential independent of momentum, $Q_n$ is free of $M$ and the momentum factor is unchanged. Anharmonicity can change the value of the entropy, but it does not introduce a classical isotope effect.

The translational contribution to $S_f$ also disappears in a large cell. From (8), $S_{\rm tr}(N-1)=S_{\rm tr}(N)+\frac{3k}2\ln(1-1/N)$, so

$$\frac{S_{f,\rm tr}}{k}=\frac1N\left\{\ln\left[\Omega\left(\frac{NMkT}{2\pi}\right)^{3/2}\right]+\frac32\right\}
+\frac32\ln\left(1-\frac1N\right). \tag{9}$$

For fixed $\Omega$ this falls as $\ln N/N$, and it still vanishes if $\Omega$ grows as a power of $N$. Its mass part, $(3/2N)\ln M$, is the opposite of the mass part of (5). The volume must be the same in both cells. Moving the defective crystal through many lattice vectors would also move the vacancy to other sites, and that freedom belongs to the configurational entropy.

There is a third convention, in which the perfect-cell entropy is scaled by the number of vibrations rather than the number of atoms. The factor $(N-1)/N$ is then replaced by $(3N-6)/(3N-3)=(N-2)/(N-1)$, and the coefficient of $c$ is zero. The two factors differ by

$$\frac{N-1}{N}-\frac{N-2}{N-1}=\frac{1}{N(N-1)}.$$

Since $S_0$ grows in proportion to $N$, the two conventions differ by a term of order $1/N$ and share the same limit.

Equation (1) shows that the mass difference vanishes, but not that $S_f$ itself converges. For that, assume that removing the atom changes force constants within a finite range, and that the bulk is elastically stable. It helps to compare matrices of equal size. Tie the removed atom, now cut off from the crystal, to one of its former neighbours by an isotropic spring $g$, and call the resulting $N$-atom matrix $\Phi_1$.

Its determinant follows from (6). By translation invariance, $Q_n/\Omega$ is the integral over all other atoms with one chosen atom held fixed. Hold the neighbour fixed in the tied crystal. The tied atom then contributes an independent factor $(2\pi kT/g)^{3/2}$, and the rest is the vacancy crystal with the same neighbour fixed. Therefore

$$\frac{N^{3/2}(2\pi kT)^{(3N-3)/2}}{\sqrt{\det'\Phi_1}}
=\left(\frac{2\pi kT}{g}\right)^{3/2}\frac{(N-1)^{3/2}(2\pi kT)^{(3N-6)/2}}{\sqrt{\det'\Phi_v}}.$$

The powers of $2\pi kT$ agree, and squaring gives

$$\det{}'\Phi_1=\left(\frac{N}{N-1}\right)^3g^3\det{}'\Phi_v. \tag{10}$$

Let $V=\Phi_1-\Phi_0$, and let $G$ be the inverse of $\Phi_0$ on the space orthogonal to translations, set to zero on the translations. Both crystals are translation invariant, so $V$ gives zero on a rigid shift and its range is orthogonal to such shifts. Thus $\Phi_0GV=V$, which means $\Phi_1=\Phi_0(1+GV)$ and

$$\frac{\det'\Phi_1}{\det'\Phi_0}=\det(1+GV). \tag{11}$$

Because $V$ acts on relative displacements near the vacancy, it can be written $V=C^{T}wC$, where the rows of $C$ form a fixed number of displacement differences. The determinant then equals $\det(1+wCGC^{T})$, whose size does not grow with $N$. Each element of $CGC^{T}$ is an average over wavevectors $\mathbf q$. Near $\mathbf q=0$ the acoustic eigenvalues of $\Phi_0$ are of order $q^2$, so $G$ is of order $1/q^2$. Each displacement difference of an acoustic wave is of order $q$, and two of them appear. The summand is therefore bounded, and the average converges to a Brillouin-zone integral as the mesh is refined.

The limiting determinant must also stay away from zero. This is ensured by uniform stability, $\Phi_1\ge\eta\Phi_0$ with a positive $\eta\leq1$ independent of $N$: at most $r$ eigenvalue ratios differ from one, where $r$ is the rank of $V$, so the determinant is at least $\eta^r$. A local mode that became soft as the cell grew would violate this condition.

It follows from (10) and (11) that $L_v-L_0$ has a finite limit $\Delta L$. Also $L_0/N$ tends to $b$, the Brillouin-zone average of the logarithmic determinant per atom. Rewriting (5) as

$$\frac{S_f}{k}=-\frac{3c}{N}-\frac12(L_v-L_0)-\frac{L_0}{2N}$$

gives

$$\lim_{N\to\infty}\frac{S_f}{k}=-\frac12(\Delta L+b). \tag{12}$$

Temperature has disappeared along with mass. Rescaling every force constant by one factor has no effect either: $\Delta L$ then loses three logarithms of the factor, one for each missing coordinate, and $b$ gains three. The classical limit measures how the vacancy changes stiffnesses relative to the bulk.

The approach to (12) is slower than $1/N$. Let $\delta\propto N^{-1/3}$ be the spacing of the wavevector mesh and write $\mathbf q=\delta\mathbf m$ near the origin. An acoustic term $\ln q^2$ becomes $\ln\delta^2+\ln m^2$. Relative to the integral, the sum lacks the point $\mathbf q=0$, and so lacks one $\ln\delta^2$ per acoustic branch, apart from a constant. For three branches this gives $L_0=Nb-3\ln\delta^2+{\rm const}=Nb+2\ln N+{\rm const}$. Dividing by $-2N$ in (5) leaves a leading finite-size error of $-\ln N/N$ in $S_f/k$, followed by terms of order $1/N$.

For an example, take a diamond lattice with two kinds of spring. Its lattice constant is set to 5.43 Å, a model input chosen close to that of silicon. With unit bond vectors $\mathbf e$ and displacements $\mathbf u$, each bond has energy $\frac12K_s[\mathbf e\cdot(\mathbf u_j-\mathbf u_i)]^2$. Each pair of bonds meeting at atom $i$ has energy

$$\frac12K_b\left[\mathbf e_a\cdot(\mathbf u_b-\mathbf u_i)+\mathbf e_b\cdot(\mathbf u_a-\mathbf u_i)\right]^2.$$

The round values are $K_s=8.0$ and $K_b=0.6$ eV/Å$^2$. Removing an atom removes every term containing it. The remaining terms are squares that vanish at the ideal positions, so the unrelaxed vacancy is a true equilibrium of this model.

Diagonalizing the force constants for 28 u at 1400 K, with translations omitted, gives the second column below. For $N=1000$ the determinants were evaluated directly. The third column is (9) with $\Omega$ equal to the volume per atom.

| $N$ | $S_f/k$ | $S_{f,\rm tr}/k$ |
|---:|---:|---:|
| 64 | 3.139 | 0.258 |
| 216 | 3.323 | 0.085 |
| 512 | 3.371 | 0.038 |
| 1000 | 3.389 | 0.021 |

A separate integration over a $24^3$ wavevector mesh gives $b=0.9564$ for $\kappa=K_s$. Extrapolating $L_v-L_0$ linearly in $1/N$ from the two largest cells gives $\Delta L=-7.7739$; the pair 216 and 512 gives $-7.7742$. Equation (12) then yields

$$\frac{S_f}{k}=\frac{7.7739-0.9564}{2}=3.409,$$

or $2.94\times10^{-4}$ eV/K. The entropy is positive because the atoms around the vacancy have lost restoring forces. The smallest ratio $\eta$, with $g=K_s$, is 0.157 for 64 atoms and 0.154 for 216, which shows no sign of a local instability developing with size.

The distances of the four tabulated entropies from the limit, multiplied by $N$, are $-17.3$, $-18.5$, $-19.3$ and $-20.0$. They grow in magnitude by 1.2, 0.8 and 0.7, close to the increments 1.2, 0.9 and 0.7 of $\ln N$, as the missing acoustic point requires. Adding the translational column brings the 64-atom result to 3.397. This close agreement depends partly on the chosen $\Omega$, since multiplying $\Omega$ by a factor $y$ adds $\ln y/N$.

To expose the mass law, keep the springs fixed and raise the mass from 28 to 73 u at the artificial temperature of $10^5$ K, where quantum effects are tiny. For 64 atoms, (1) predicts

$$-\frac{3}{2\times64}\ln\frac{73}{28}=-0.02246.$$

The full quantum mode sum (3) changes by $-0.02246$ as well. With translations included the change is $2.9\times10^{-6}$, and scaling by the number of vibrations gives the same small value. That residue is the quantum correction, which survives in a large cell.

To find it, sum the $x^2/24$ term of (4). Since $\sum\omega^2=\mathrm{Tr}\,\Phi/M$,

$$\frac{\Delta S_f}{k}=\frac{1}{24M(kT)^2}\left[\mathrm{Tr}\,\Phi_v-\frac{N-1}{N}\mathrm{Tr}\,\Phi_0\right]. \tag{13}$$

The zero modes add nothing to the traces. In the spring model, a bond contributes $2K_s$ to the trace. A bond pair contributes $K_b(1+1+|\mathbf e_a+\mathbf e_b|^2)=10K_b/3$, because $\mathbf e_a\cdot\mathbf e_b=-1/3$. The bulk has two bonds and six bond pairs per atom, hence a trace of $4K_s+20K_b$ per atom. The vacancy removes four bonds and $6+4\times3=18$ bond pairs, hence $8K_s+60K_b$. The bracket is the bulk trace per atom minus the removed trace:

$$(4K_s+20K_b)-(8K_s+60K_b)=-4K_s-40K_b=-56\ \text{eV/Å}^2,$$

independent of $N$.

The conversion to energies can be read from the optical mode at $\mathbf q=0$, in which the two sublattices move rigidly against each other. For a relative displacement $u$ along a cube axis, the four bonds of a primitive cell contribute $\frac12K_s(4u^2/3)$. At each of its two atoms, two bond pairs are strained by $2u/\sqrt3$, which together gives $\frac12K_b(16u^2/3)$. With reduced mass $M/2$, this means $M\omega^2=(8K_s+32K_b)/3=27.73$ eV/Å$^2$, and the corresponding quantum for 28 u is 0.06435 eV. At 1400 K, $kT=0.12064$ eV, so

$$\frac{\Delta S_f}{k}=-\frac{56}{27.73}\,\frac{(0.06435)^2}{24(0.12064)^2}=-0.0239.$$

The complete mode sum for 512 atoms gives $-0.0238$. In this spring model, changing the mass from 28 to 30 u raises $S_f$ by $0.0016k$ at this temperature, with translations included. Omitting the translations in a 64-atom cell would add the spurious shift $-(3/128)\ln(30/28)=-0.0016$ in the same units. At that size, the counting artefact is as large as the physical isotope effect and has the opposite sign.

At 300 K the classical limit is poor. The full quantum correction for 28 u is $-0.45k$, whereas (13) gives $-0.52k$, and the isotope shift grows to $0.027k$. Enlarging the cell does not remove this mass dependence. High temperature and large size are separate requirements when translations are omitted.

For real silicon, the springs are a rough model: they put the optical quantum near the real scale of 0.06 eV, but they do not describe the reconstruction of the vacancy. Softening by 20% the twelve bonds that join its neighbours to the rest of the crystal, with all else fixed, raises the model entropy by $1.14k$ in the 512-atom cell. That is one third of the total, so $3.4k$ should not be read as a prediction for silicon. The classical root-mean-square displacement of a vacancy neighbour at 1400 K, from the inverse force constants of the 216-atom cell, is 0.27 Å. Its square converges only as $N^{-1/3}$, and in a large cell the displacement tends to 0.29 Å, or 12% of a bond length, against 0.24 Å for a bulk atom. Anharmonic corrections to the value may therefore matter. Electronic entropy is also left out.

Relaxation in a real crystal produces a long-range strain field, which lies outside the finite-range assumption used to prove (12). Equation (1) still holds in each cell at equal geometry. A mass-dependent lattice constant would break that equality, but not classically: the momentum factor in (7) does not depend on the cell volume, so the classical equilibrium volume at given pressure and temperature is free of $M$. Zero-point motion does shift the lattice constant between isotopes, and this effect is not contained in the isotope shifts quoted here.

Numerical values quoted here were computed with a short program.
